**Least trapped charge beside a polarized hafnia film on silica**

The program tests the bound $S\ge P-\epsilon_FE_c-\epsilon_{ox}E_{max}$ for a uniformly polarized film. Here $S$ is the trapped negative charge per area, $P$ the switched polarization, $E_c$ the coercive field, $E_{max}$ the silica field limit, and $\epsilon_F$, $\epsilon_{ox}$ are the permittivities of film and silica. A finite-volume Poisson solution of the whole stack, with Fermi-Dirac carriers, is asserted to agree with the derived fields without traps, at rest and at the bound. With 1 µC/cm² less trapped charge than the bound, the program asserts that a field limit is broken at each of five gate voltages. Further assertions compare the tunnelling exponent with quadrature, the confinement energy with diagonalization, and the field of 10 nm stripes with a two-dimensional finite-difference solution. For $P=20$ µC/cm² the output gives 57.9 MV/cm in the silica at zero film field without traps, and a minimum trapped charge of 13.89 µC/cm², or 69 percent of $P$. At rest with $V=0$ the requirement rises to 85 percent.

## Verification by program

```python
# Result under test: a uniformly polarized ferroelectric film on silica/silicon
# can keep its polarization P only if the trapped negative charge S between film
# and silica obeys  S >= P - eps_F*Ec - eps_ox*Emax.
# P: switched polarization, positive towards silicon; Ec: coercive field of film;
# Emax: largest field the silica bears; eps_F, eps_ox, eps_s: permittivities of
# film, silica, silicon; t_F, t_ox: thicknesses; V: gate voltage measured from
# the flat-band voltage of the stack without P and S; psi: silicon surface
# potential; D: displacement in the silica. SI units inside the program.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve
from scipy.special import expit, gamma, ai_zeros

q, hbar, m0, eps0 = const.e, const.hbar, const.m_e, const.epsilon_0
nm, MVcm, uC = 1e-9, 1e8, 1e-2          # uC means microcoulomb per cm2
T = 300.0
VT = const.k * T / q
kT = const.k * T

# Rough typical device values
P, Ec, Emax = 20 * uC, 1 * MVcm, 10 * MVcm
rel_F, rel_ox, rel_s = 30.0, 3.9, 11.7
eps_F, eps_ox, eps_s = rel_F * eps0, rel_ox * eps0, rel_s * eps0
t_F, t_ox = 10 * nm, 1 * nm
C_F, C_ox = eps_F / t_F, eps_ox / t_ox
Na, Nc, Nv, gap = 1e23, 2.8e25, 2.7e25, 1.12
barrier, m_ox, m_si = 3.1 * q, 0.5 * m0, 0.92 * m0

# Normalized Fermi-Dirac integrals by the trapezoidal rule in u = sqrt(energy)
u = np.arange(0, 9.6, 0.06)
weight = np.full(u.size, 0.06)
weight[0] /= 2


def fermi(order, eta):
    occupation = expit(np.asarray(eta)[..., None] - u**2)
    return occupation @ (2 * weight * u**(2 * order + 1)) / gamma(order + 1)


def boltzmann(order, eta):
    return np.exp(eta)


direct = quad(lambda x: x**1.5 * expit(7 - x), 0, 60, limit=200)[0] / gamma(2.5)
assert abs(fermi(1.5, 7.0) / direct - 1) < 1e-6

eta_p0 = brentq(lambda e: fermi(0.5, e) - Na / Nv, -12, 0)
eta_n0 = -gap / VT - eta_p0


def surface_D(psi, stat=fermi):
    """Displacement entering silicon, from the first integral of Poisson."""
    s = psi / VT
    energy = kT * Nc * (stat(1.5, eta_n0 + s) - stat(1.5, eta_n0))
    energy += kT * Nv * (stat(1.5, eta_p0 - s) - stat(1.5, eta_p0))
    energy += q * Na * psi
    return np.sign(psi) * np.sqrt(2 * eps_s * max(float(energy), 0.0))


def surface_potential(D, stat=fermi):
    return brentq(lambda p: surface_D(p, stat) - D, 0.01, 2.5)


def poisson_stack(V, S):
    """Finite-volume solution of the whole stack; returns film, oxide field."""
    n_film, n_ox, n_si = 20, 10, 260
    dx = np.concatenate([np.full(n_film, t_F / n_film),
                         np.full(n_ox, t_ox / n_ox),
                         0.005 * nm * 1.03**np.arange(n_si)])
    eps = np.repeat([eps_F, eps_ox, eps_s], [n_film, n_ox, n_si])
    pol = np.repeat([P, 0.0, 0.0], [n_film, n_ox, n_si])
    g = eps / dx
    first = n_film + n_ox - 1            # interior index of silicon surface
    si_length = np.where(np.arange(dx.size) >= n_film + n_ox, dx, 0)
    volume = ((si_length[:-1] + si_length[1:]) / 2)[first:]
    sheet = np.zeros(dx.size - 1)
    sheet[n_film - 1] = -S
    x = np.concatenate([[0], np.cumsum(dx)])
    phi = V * np.clip(1 - x / (t_F + t_ox), 0, 1)
    phi[-1] = 0.0
    for _ in range(600):
        s = phi[1:-1][first:] / VT
        n = Nc * fermi(0.5, eta_n0 + s)
        p = Nv * fermi(0.5, eta_p0 - s)
        slope = q / VT * (Nc * fermi(-0.5, eta_n0 + s)
                          + Nv * fermi(-0.5, eta_p0 - s))
        residual = np.diff(-g * np.diff(phi) + pol) - sheet
        residual[first:] -= q * (p - n - Na) * volume
        band = np.zeros((3, dx.size - 1))
        band[0, 1:] = band[2, :-1] = -g[1:-1]
        band[1] = g[:-1] + g[1:]
        band[1, first:] += slope * volume
        step = -solve_banded((1, 1), band, residual)
        size = np.max(np.abs(step))
        phi[1:-1] += step * min(1.0, 0.2 / max(size, 1e-30))
        if size < 1e-9:
            break
    else:
        raise AssertionError("Poisson iteration did not converge")
    field = -np.diff(phi) / dx
    return field[0], field[n_film + 2]


def agree(found, expected):
    # grid error: 0.5 percent, plus 0.02 MV/cm for small fields
    for a, b in zip(found, expected):
        assert abs(a - b) < 0.005 * abs(b) + 0.02 * MVcm, (a, b)


# Full polarization passed through the silica, film field zero, no traps
E_full = P / eps_ox
V_full = E_full * t_ox + surface_potential(P)
agree(poisson_stack(V_full, 0.0), (0.0, E_full))
E_write = (P + eps_F * Ec) / eps_ox
V_write = Ec * t_F + E_write * t_ox + surface_potential(P + eps_F * Ec)
agree(poisson_stack(V_write, 0.0), (Ec, E_write))

# No traps, V = 0
psi_0 = brentq(lambda p: P - C_F * (surface_D(p) / C_ox + p) - surface_D(p),
               0.01, 2.5)
D_0 = surface_D(psi_0)
E_ox0 = D_0 / eps_ox
E_F0 = -(E_ox0 * t_ox + psi_0) / t_F
agree(poisson_stack(0.0, 0.0), (E_F0, E_ox0))
assert E_F0 < -Ec and E_ox0 > Emax

# The bound, its sharpness, and failure below it
S_min = P - eps_F * Ec - eps_ox * Emax
D_max = eps_ox * Emax
psi_max = surface_potential(D_max)
V_sharp = -Ec * t_F + Emax * t_ox + psi_max
agree(poisson_stack(V_sharp, S_min), (-Ec, Emax))
for V in (-1.0, 0.5, V_sharp, 2.0, 4.0):
    film, oxide = poisson_stack(V, S_min - 1 * uC)
    assert film < -Ec or oxide > Emax

# State at rest: the film field just reaches -Ec
rest = []
for V in (0.0, 0.5):
    psi = brentq(lambda p: surface_D(p) / C_ox + p - V - Ec * t_F, 0.01, 2.5)
    D = surface_D(psi)
    S = P - eps_F * Ec - D
    agree(poisson_stack(V, S), (-Ec, D / eps_ox))
    assert S > S_min
    rest.append((V, psi, D, S))

# Tunnelling from silicon towards the film


def exponent(E):
    left = max(barrier - q * E * t_ox, 0.0)
    return 4 * np.sqrt(2 * m_ox) * (barrier**1.5 - left**1.5) / (3 * hbar * q * E)


for E in (Emax, E_full):
    end = min(t_ox, barrier / (q * E)) / nm
    kappa = lambda x: np.sqrt(2 * m_ox * max(barrier - q * E * x * nm, 0)) / hbar
    numeric = 2 * nm * quad(kappa, 0, end)[0]
    assert abs(numeric / exponent(E) - 1) < 1e-5
trans_max, trans_full = np.exp(-exponent(Emax)), np.exp(-exponent(E_full))

# Confinement in silicon: triangular well with half the surface field
F_well = D_max / eps_s / 2
E_conf = -ai_zeros(1)[0][0] * (hbar**2 * (q * F_well)**2 / (2 * m_si))**(1 / 3)
h = 0.005 * nm
z = h * np.arange(1, 2000)
hop = hbar**2 / (2 * m_si * h**2) / q
lowest = eigh_tridiagonal(2 * hop + F_well * z, np.full(z.size - 1, -hop),
                          select='i', select_range=(0, 0))[0][0]
assert abs(lowest * q / E_conf - 1) < 2e-3
attempt = q * F_well / (2 * np.sqrt(2 * m_si * E_conf))
supply_time = S_min / (D_max * attempt * trans_max)
psi_boltz = surface_potential(D_max, boltzmann)

# Opposite stripes of width w, silicon treated as a grounded conductor


def stripe_field(w):
    """Mean oxide field below the centre of a stripe polarized to silicon."""
    n = np.arange(1, 40002, 2)
    k = n * np.pi / w
    amplitude = 4 * P / (n * np.pi) * np.where(n % 4 == 1, 1.0, -1.0)
    stiffness = k * (eps_ox / np.tanh(k * t_ox) + eps_F / np.tanh(k * t_F))
    return np.sum(amplitude / stiffness) / t_ox


E_wide = P / (C_ox + C_F) / t_ox
assert abs(stripe_field(2000 * nm) / E_wide - 1) < 0.01
h = 0.1 * nm
nx, nz, wall = 101, 109, 99              # wall: row index of film/silica plane
face = np.where(np.arange(nz + 1) < 100, rel_F, rel_ox)
A_z = diags([-face[1:-1], face[:-1] + face[1:], -face[1:-1]], [-1, 0, 1])
width = np.ones(nx)
width[[0, -1]] = 0.5
A_x = diags([-np.ones(nx - 1), 2 * width, -np.ones(nx - 1)], [-1, 0, 1])
matrix = kron(A_z, diags(width)) + kron(diags((face[:-1] + face[1:]) / 2), A_x)
source = np.zeros((nz, nx))
source[wall] = P * np.sign(50 - np.arange(nx)) * width * h / eps0
phi2d = spsolve(matrix.tocsc(), source.ravel()).reshape(nz, nx)
assert abs(phi2d[wall, 0] / t_ox / stripe_field(10 * nm) - 1) < 0.01
assert stripe_field(2 * nm) < Emax < stripe_field(50 * nm)

# Report
print(f"polarization P = {P/uC:.1f} uC/cm2; coercive field = {Ec/MVcm:.1f} MV/cm")
print(f"silica field limit = {Emax/MVcm:.1f} MV/cm (rough)")
print(f"film {t_F/nm:.1f} nm, silica {t_ox/nm:.1f} nm, T = {T:.0f} K")
print(f"relative permittivity: film {rel_F}, silica {rel_ox}, silicon {rel_s}")
print(f"acceptors {Na/1e6:.1e}, Nc {Nc/1e6:.1e}, Nv {Nv/1e6:.1e} cm^-3")
print(f"silicon gap {gap:.2f} eV; silica barrier {barrier/q:.1f} eV")
print(f"masses: silica {m_ox/m0:.2f}, silicon normal {m_si/m0:.2f} m0")
print(f"film capacitance {C_F*100:.2f}, silica {C_ox*100:.2f} uF/cm2")
print("-- full polarization through silica, no traps")
print(f"oxide field, film field zero = {E_full/MVcm:.1f} MV/cm")
print(f"voltage across silica = {E_full*t_ox:.2f} V")
print(f"oxide field, film at +Ec = {E_write/MVcm:.1f} MV/cm")
print("-- no traps, V = 0 (hypothetical: P held fixed)")
print(f"oxide field = {E_ox0/MVcm:.1f} MV/cm; film field = {E_F0/MVcm:.2f} MV/cm")
print(f"surface potential = {psi_0:.2f} V; D = {D_0/uC:.2f} uC/cm2")
print("-- least trapped charge, any voltage")
print(f"film term eps_F*Ec = {eps_F*Ec/uC:.2f} uC/cm2")
print(f"silica term eps_ox*Emax = {D_max/uC:.2f} uC/cm2")
print(f"largest uniform P without traps = {(P-S_min)/uC:.2f} uC/cm2")
print(f"S_min = {S_min/uC:.2f} uC/cm2 = {S_min/q/1e4:.2e} electrons/cm2")
print(f"S_min/P = {100*S_min/P:.0f} percent")
print(f"gate voltage reaching both limits = {V_sharp:.2f} V")
for coercive in (1, 2):
    for limit in (10, 15, 20):
        S = P - eps_F * coercive * MVcm - eps_ox * limit * MVcm
        print(f"Ec {coercive}, Emax {limit} MV/cm: S_min = {S/uC:.2f} uC/cm2,"
              f" {100*S/P:.0f} percent")
print("-- at rest, film field = -Ec")
for V, psi, D, S in rest:
    print(f"V = {V:.1f} V: psi = {psi:.3f} V, D = {D/uC:.2f} uC/cm2,"
          f" oxide {D/eps_ox/MVcm:.2f} MV/cm")
    print(f"   trapped S = {S/uC:.2f} uC/cm2, {100*S/P:.0f} percent of P")
print("-- neglected effects and charge supply")
print(f"psi at silica limit: Fermi {psi_max:.3f} V, Boltzmann {psi_boltz:.3f} V")
print(f"silicon surface field there = {D_max/eps_s/MVcm:.2f} MV/cm")
print(f"confinement energy there = {E_conf/q:.3f} eV")
print(f"that energy as a film field = {E_conf/q/t_F/MVcm:.2f} MV/cm")
print(f"WKB exponent at {Emax/MVcm:.0f} MV/cm = {exponent(Emax):.2f},"
      f" transmission {trans_max:.1e}")
print(f"WKB exponent at {E_full/MVcm:.1f} MV/cm = {exponent(E_full):.2f},"
      f" transmission {trans_full:.1e}")
print(f"attempt rate = {attempt:.1e} 1/s")
print(f"rough time to supply S_min at the limit = {supply_time*1e9:.1f} ns")
print("-- opposite stripes, no traps, silicon as conductor")
for w in (2, 10, 50):
    print(f"stripe width {w} nm: oxide field {stripe_field(w*nm)/MVcm:.1f} MV/cm")
print(f"very wide stripe: oxide field {E_wide/MVcm:.1f} MV/cm")
print("no test failed")
```

It prints:

```
polarization P = 20.0 uC/cm2; coercive field = 1.0 MV/cm
silica field limit = 10.0 MV/cm (rough)
film 10.0 nm, silica 1.0 nm, T = 300 K
relative permittivity: film 30.0, silica 3.9, silicon 11.7
acceptors 1.0e+17, Nc 2.8e+19, Nv 2.7e+19 cm^-3
silicon gap 1.12 eV; silica barrier 3.1 eV
masses: silica 0.50, silicon normal 0.92 m0
film capacitance 2.66, silica 3.45 uF/cm2
-- full polarization through silica, no traps
oxide field, film field zero = 57.9 MV/cm
voltage across silica = 5.79 V
oxide field, film at +Ec = 65.6 MV/cm
-- no traps, V = 0 (hypothetical: P held fixed)
oxide field = 26.6 MV/cm; film field = -4.07 MV/cm
surface potential = 1.41 V; D = 9.19 uC/cm2
-- least trapped charge, any voltage
film term eps_F*Ec = 2.66 uC/cm2
silica term eps_ox*Emax = 3.45 uC/cm2
largest uniform P without traps = 6.11 uC/cm2
S_min = 13.89 uC/cm2 = 8.67e+13 electrons/cm2
S_min/P = 69 percent
gate voltage reaching both limits = 1.17 V
Ec 1, Emax 10 MV/cm: S_min = 13.89 uC/cm2, 69 percent
Ec 1, Emax 15 MV/cm: S_min = 12.16 uC/cm2, 61 percent
Ec 1, Emax 20 MV/cm: S_min = 10.44 uC/cm2, 52 percent
Ec 2, Emax 10 MV/cm: S_min = 11.23 uC/cm2, 56 percent
Ec 2, Emax 15 MV/cm: S_min = 9.51 uC/cm2, 48 percent
Ec 2, Emax 20 MV/cm: S_min = 7.78 uC/cm2, 39 percent
-- at rest, film field = -Ec
V = 0.0 V: psi = 0.926 V, D = 0.25 uC/cm2, oxide 0.74 MV/cm
   trapped S = 17.09 uC/cm2, 85 percent of P
V = 0.5 V: psi = 1.062 V, D = 1.51 uC/cm2, oxide 4.38 MV/cm
   trapped S = 15.83 uC/cm2, 79 percent of P
-- neglected effects and charge supply
psi at silica limit: Fermi 1.166 V, Boltzmann 1.076 V
silicon surface field there = 3.33 MV/cm
confinement energy there = 0.245 eV
that energy as a film field = 0.24 MV/cm
WKB exponent at 10 MV/cm = 11.66, transmission 8.6e-06
WKB exponent at 57.9 MV/cm = 4.55, transmission 1.1e-02
attempt rate = 5.2e+13 1/s
rough time to supply S_min at the limit = 9.0 ns
-- opposite stripes, no traps, silicon as conductor
stripe width 2 nm: oxide field 4.9 MV/cm
stripe width 10 nm: oxide field 19.2 MV/cm
stripe width 50 nm: oxide field 32.5 MV/cm
very wide stripe: oxide field 32.7 MV/cm
no test failed
```
